# London Correction to Donor-Acceptor Photon Energies for Distant Hydrogenic Centres

## Result

A donor and an acceptor lie a distance $R$ apart in a semiconductor. An electron bound to the donor recombines with a hole bound to the acceptor. If both centres are hydrogenic and $R$ is much larger than both orbital radii, the photon energy is

$$h\nu(R)=E_g-E_D-E_A+\frac{K}{R}-\frac{C_6}{R^6}+\dots,\qquad C_6>0, \tag{1}$$

$$C_6=s\,K\,\frac{a_D^3a_A^3}{a_D+a_A},\qquad 12\le s\le 16. \tag{2}$$

Here $K=e^2/(4\pi\varepsilon)$, with $\varepsilon$ the static permittivity of the host, $E_g$ is the gap, and $a_D,a_A$ are the Bohr radii. The binding energies are $E_D=K/2a_D$ and $E_A=K/2a_A$. Numerically, $s=13.00$ for equal radii.

The last term of (1) is the London correction. It lowers the photon energy relative to the Coulomb formula at the same $R$. The line still lies above its $R\to\infty$ position, because $K/R$ is far larger.

## 1. Which state is lowered?

The model has one isotropic band for each carrier, a constant $\varepsilon$, and no electron-hole exchange. The line is the no-phonon line.

Before emission both centres are neutral. Creating a free electron and a free hole costs $E_g$, and binding them returns $E_D+E_A$. Let $\Delta E(R)$ be the interaction energy of the two neutral centres. Then

$$E_i=E_g-E_D-E_A+\Delta E(R).$$

After emission both carriers are gone. What remains is a positive donor core and a negative acceptor core, with energy $E_f=-K/R$. Subtracting,

$$h\nu=E_i-E_f=E_g-E_D-E_A+\frac KR+\Delta E(R). \tag{3}$$

The Coulomb attraction belongs to the final state, so it raises the photon energy. The attraction between neutral centres belongs to the initial state, so it lowers the photon energy. The final state has no bound carrier left to polarize, and so has no London term of its own. It remains to show that $\Delta E\simeq-C_6/R^6$ with $C_6>0$.

## 2. The interaction at large distance

Put the donor core at the origin and the acceptor core at $R\hat z$. Let $\mathbf r=(x,y,z)$ be the electron position measured from the donor, and $\boldsymbol\rho=(\xi,\eta,\zeta)$ the hole position measured from the acceptor. The electron and the acceptor core repel, as do the hole and the donor core. The other two pairs attract:

$$V=K\left[\frac1{|R\hat z-\mathbf r|}+\frac1{|R\hat z+\boldsymbol\rho|}-\frac1{|R\hat z+\boldsymbol\rho-\mathbf r|}-\frac1R\right]. \tag{4}$$

For a displacement $\mathbf u$ small compared with $R$,

$$\frac1{|R\hat z+\mathbf u|}=\frac1R-\frac{u_z}{R^2}+\frac{Q(\mathbf u)}{R^3}+\dots,\qquad Q(\mathbf u)=\frac{3u_z^2-u^2}{2}.$$

Insert $\mathbf u=-\mathbf r$, $\boldsymbol\rho$ and $\boldsymbol\rho-\mathbf r$ in turn.

- Order $1/R$: $1+1-1-1=0$.
- Order $1/R^2$: $z-\zeta+(\zeta-z)=0$.
- Order $1/R^3$: $Q(\mathbf r)+Q(\boldsymbol\rho)-Q(\boldsymbol\rho-\mathbf r)=3z\zeta-\mathbf r\cdot\boldsymbol\rho$.

The last line holds because $Q$ is quadratic, so only its cross term survives. Hence

$$V\simeq-\frac{K}{R^3}\,w,\qquad w=x\xi+y\eta-2z\zeta. \tag{5}$$

Two hydrogen atoms would give $+Kw/R^3$. The sign differs because the hole carries positive charge. It will disappear when the matrix elements are squared.

## 3. Simple case: a very compact acceptor

Take $a_A\ll a_D$. The hole's excitation energies, of order $K/a_A$, then far exceed the important ones of the electron, of order $K/a_D$. The hole adjusts to each electron position, and the acceptor acts as a polarizable point.

**Polarizability.** Let a uniform field add $-Kg\zeta$ to the hole's Hamiltonian $H_A$, where $g$ has the dimension of inverse length squared. Write $\psi_0$ for the 1s state, $E_0$ for its energy, $a$ for $a_A$, and $\rho=|\boldsymbol\rho|$. We need a function $f$ satisfying

$$(H_A-E_0)f\psi_0=\zeta\psi_0 .$$

Since $\hbar^2/2m=Ka/2$ and $\psi_0\propto e^{-\rho/a}$, the left side is

$$-\frac{Ka}{2}\,\psi_0\left[\nabla^2f-\frac2a\frac{\partial f}{\partial\rho}\right].$$

Try $f=\zeta(A+B\rho)$. With $\nabla^2(\zeta\rho)=4\zeta/\rho$, the bracket equals

$$\frac{\zeta}{\rho}\left(4B-\frac{2A}{a}\right)-\frac{4B}{a}\zeta .$$

The first part must vanish, so $A=2aB$. The second part then requires $2KB=1$. Thus $f=\zeta(a+\rho/2)/K$.

Let $\zeta_m$ be the matrix element of $\zeta$ from the ground state to state $m$, and $\Delta_m$ the excitation energy. Using $\langle\rho^2\rangle=3a^2$ and $\langle\rho^3\rangle=15a^3/2$,

$$\sum_m\frac{|\zeta_m|^2}{\Delta_m}=\langle\zeta f\rangle=\frac1K\left(\frac{a\langle\rho^2\rangle}{3}+\frac{\langle\rho^3\rangle}{6}\right)=\frac{9a^3}{4K}. \tag{6}$$

The second-order energy is $-K^2g^2$ times this sum, or $-\tfrac12K\alpha g^2$ with $\alpha=\tfrac92a^3$.

**Attraction.** Equation (5) says that the neutral donor, with its electron at $\mathbf r$, exerts on the hole a field $\mathbf g=(x,y,-2z)/R^3$. The acceptor's energy is therefore

$$-\frac{K\alpha_A}{2}\,\frac{x^2+y^2+4z^2}{R^6}.$$

In the donor's 1s state $\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=a_D^2$, so the numerator averages to $6a_D^2$:

$$\Delta E=-\frac{3K\alpha_Aa_D^2}{R^6}=-\frac{27}{2}\,\frac{Ka_D^2a_A^3}{R^6}. \tag{7}$$

This is (2) with $s=27/2$ in the limit $a_A/a_D\to0$. The mean dipole of the donor vanishes, but its mean square does not. The acceptor's response is proportional to the instantaneous field, and the energy to its square. That is why two centres with no permanent dipole attract.

## 4. General radii

**First order.** The mean of $w$ is zero, since $\langle\mathbf r\rangle=\langle\boldsymbol\rho\rangle=0$. The full interaction (4) leaves a penetration term, treated in section 6.

**Second order.** Let $z_n$ and $\Delta_n$ be the electron's matrix elements and excitation energies. A product state contributes when both carriers are excited. If either stays in its ground state, its factor in $w$ is the zero mean displacement. The states reached are p states. For one radial pair, the three terms of $w$ lead to different product states, $p_xp_x$, $p_yp_y$ and $p_zp_z$. Their squared weights are $1$, $1$ and $4$, whose sum is 6. Thus

$$\Delta E^{(2)}=-\frac{C_6}{R^6},\qquad C_6=6K^2\sum_{n,m}\frac{|z_n|^2|\zeta_m|^2}{\Delta_n+\Delta_m}, \tag{8}$$

where the sums include the continuum. Each numerator is non-negative and each denominator positive, so $C_6>0$. With (3), this proves the lowering at large $R$. The power six is the square of the $1/R^3$ in (5).

**Return to the simple case.** If $a_A\ll a_D$, replace $\Delta_n+\Delta_m$ by $\Delta_m$. The electron sum becomes $\sum_n|z_n|^2=\langle z^2\rangle=a_D^2$ by closure, and (6) supplies the hole sum. Then $C_6=6K^2a_D^2\cdot 9a_A^3/4K$, which is (7). A direct evaluation of (8) at $a_A/a_D=0.001$ gives $s=13.497$.

## 5. How large is the coefficient?

Two bounds follow without finding any excited state.

**Upper bound.** The lowest p level of a hydrogenic centre lies three quarters of the binding energy above the ground state. Therefore

$$\Delta_n+\Delta_m\ge\frac34(E_D+E_A)=\frac{3K(a_D+a_A)}{8a_Da_A}.$$

Use this in every denominator of (8), and closure in the numerators:

$$C_6\le6K^2a_D^2a_A^2\,\frac{8a_Da_A}{3K(a_D+a_A)}=16K\frac{a_D^3a_A^3}{a_D+a_A}.$$

**Lower bound.** For positive weights $p_j$ and energies $\Delta_j$, the Cauchy-Schwarz inequality gives

$$\sum_j\frac{p_j}{\Delta_j}\ge\frac{\left(\sum_jp_j\right)^2}{\sum_jp_j\Delta_j}.$$

Here $j$ labels the pair $(n,m)$, $p_j=6|z_n|^2|\zeta_m|^2$ and $\Delta_j=\Delta_n+\Delta_m$. Closure gives $\sum p_j=6a_D^2a_A^2$. The denominator needs the energy-weighted sum. For an electron Hamiltonian $H_D$ with ground state $\psi_0$,

$$(H_D-E_0)z\psi_0=-\frac{\hbar^2}{m}\frac{\partial\psi_0}{\partial z}.$$

Multiply by $z\psi_0$ and integrate by parts:

$$\sum_n|z_n|^2\Delta_n=-\frac{\hbar^2}{2m}\int z\,\frac{\partial\psi_0^2}{\partial z}\,d^3r=\frac{\hbar^2}{2m}=\frac{Ka_D}{2}.$$

The hole gives $Ka_A/2$ in the same way. Hence

$$\sum_jp_j\Delta_j=6\left(\frac{Ka_D}{2}a_A^2+\frac{Ka_A}{2}a_D^2\right)=3Ka_Da_A(a_D+a_A),$$

$$C_6\ge K^2\frac{36a_D^4a_A^4}{3Ka_Da_A(a_D+a_A)}=12K\frac{a_D^3a_A^3}{a_D+a_A}.$$

This completes (2).

**Equal radii.** Summing (8) in a basis of Slater-type radial functions gives $s=12.998$. Since $a^6/(2a)=a^5/2$, this means $C_6=6.499\,Ka^5$. The fifth power makes the correction sensitive to orbital size: a 20% increase of both radii multiplies $C_6$ by $1.2^5=2.49$.

**London's mean-energy form.** London's approximation assigns to each centre one excitation energy, equal to its binding energy, and keeps the correct polarizability. The sum rule behind (6) then requires an effective $|z|^2=\alpha_DE_D/2K$, and likewise for the hole. Equation (8) becomes

$$C_6^{\rm L}=\frac32\,\alpha_D\alpha_A\frac{E_DE_A}{E_D+E_A}.$$

Now $E_DE_A/(E_D+E_A)=K/[2(a_D+a_A)]$ and $\alpha_D\alpha_A=\tfrac{81}{4}a_D^3a_A^3$, so $s^{\rm L}=243/16\simeq15.19$. This is too large. The effective $|z|^2$ is $9a^2/8$, whereas closure permits $a^2$.

One can instead choose the mean energy that satisfies both closure and (6). It is $\bar\Delta=a^2/(9a^3/4K)=4K/9a$, and gives

$$C_6\simeq\frac{6K^2a_D^2a_A^2}{\bar\Delta_D+\bar\Delta_A}=\frac{27}{2}K\frac{a_D^3a_A^3}{a_D+a_A}.$$

This agrees with the compact-acceptor limit and is about 4% above the computed value for equal radii.

## 6. What "well separated" means

**Penetration.** The 1s cloud does not end at a finite radius. Outside a sphere of radius $r$ around the donor lies the fraction

$$q(r)=\left(1+\frac{2r}{a_D}+\frac{2r^2}{a_D^2}\right)e^{-2r/a_D}$$

of the electron. The net charge inside is therefore $+eq(r)$. The potential energy $\varphi$ of a positive unit charge obeys $\varphi'=-Kq/r^2$, so

$$\varphi(r)=K\left(\frac1r+\frac1{a_D}\right)e^{-2r/a_D}.$$

The hole feels $+\varphi$ and the acceptor core feels $-\varphi$. With $\bar\varphi(t)$ the average of $\varphi$ over a sphere of radius $t$ about the acceptor, and $P(t)$ the radial probability density of the hole,

$$\Delta E^{(1)}=\int_0^\infty P(t)\,[\bar\varphi(t)-\varphi(R)]\,dt. \tag{9}$$

Away from the donor core, $\nabla^2\varphi=(4K/a_D^3)e^{-2r/a_D}>0$, so $\bar\varphi(t)>\varphi(R)$ for $t<R$. This part is positive and decays essentially as $e^{-2R/a_>}$, where $a_>$ is the larger of the two radii (here and in the example below, powers of $R$ are left aside). For $t>R$ the bracket is no lower than $-\varphi(R)$. Any negative contribution is therefore at most $\varphi(R)$ times the probability that the hole lies beyond $R$, which brings a further small factor $e^{-2R/a_A}$. At large $R$ the first-order energy is thus repulsive. It loses to $R^{-6}$ because it is exponentially small.

**Higher multipoles.** The dipole-quadrupole part of $V$ varies as $R^{-4}$. It reaches product states of different parity from those reached by $w$, so there is no $R^{-7}$ cross term. Its square gives a further attraction, $-C_8/R^8$. The next order gives $-C_{10}/R^{10}$. Equation (1) with the $C_6$ term alone therefore needs both a small penetration energy and $C_8/(C_6R^2)\ll1$.

## 7. A phosphorus-aluminium pair in silicon

Take rough values typical of this pair: $E_g=1.17$ eV, $E_D=45$ meV, $E_A=70$ meV and $\varepsilon/\varepsilon_0=11.7$. Let $R=12$ nm and the temperature be 4.2 K. Then $K=123.07$ meV nm, and

$$a_D=\frac{123.07}{2\times45}=1.367\ \text{nm},\qquad a_A=\frac{123.07}{2\times70}=0.879\ \text{nm}.$$

The separation is $8.8\,a_D$. For this ratio of radii $s=13.02$, so

$$C_6=13.02\times123.07\times\frac{1.367^3\times0.879^3}{1.367+0.879}\simeq1239\ \text{meV nm}^6,$$

using unrounded radii. London's mean-energy form would give 1445.5 meV nm$^6$, or 17% more. The two shifts are

$$\frac KR=\frac{123.07}{12}=10.256\ \text{meV},\qquad-\frac{C_6}{R^6}=-\frac{1239}{12^6}\ \text{meV}=-0.415\ \mu\text{eV}.$$

With the rough inputs treated as exact, the photon energy is $1170-45-70+10.256=1065.256$ meV, or 1.0653 eV, at a vacuum wavelength of 1163.9 nm. The London term lengthens the wavelength by only $4.5\times10^{-4}$ nm.

**Test with the full interaction.** The electron-hole Hamiltonian with interaction (4) was also solved in a Gaussian basis of s, p and d functions on each centre, without multipole expansion or perturbation theory. Combining the shifts at 20 and 30 nm to eliminate the $R^{-8}$ term gives $C_6=1241$ meV nm$^6$, within 0.2% of the sum over states. The last digit depends on the basis: with f and g functions included the same extrapolation gives about 1235, 0.3% low, because the $R^{-10}$ term is not eliminated. The local power of $R$ between these distances is 6.09 (6.10 with f and g functions). Most of the excess over six comes from $C_8$: its term is 17.8% of the $C_6$ term at 12 nm, hence 6.4% at 20 nm and 2.8% at 30 nm, which gives a power of 6.08.

At 12 nm the full shift in this s, p, d basis is $-0.493\ \mu$eV. A smaller set of the same three types gives a value differing by 0.5%, so the third digit is uncertain. Adding f functions deepens the shift by about 3%, to $-0.51\ \mu$eV, and higher angular momenta bring it to about $-0.52\ \mu$eV. Penetration offsets 0.9% of the $C_6$ term, so most of the difference from $-0.415\ \mu$eV comes from higher multipoles. The $C_{10}$ term adds 4.6% of the $C_6$ term, part of which needs f functions and is absent from this basis.

At 6 nm, or $4.4\,a_D$, the $C_6$ term is $-26.6\ \mu$eV and the first-order repulsion is $+19.5\ \mu$eV. The s, p, d basis gives a full shift of $-14.3\ \mu$eV, but this value is far from converged: adding f functions gives about $-20\ \mu$eV, adding f and g functions about $-23\ \mu$eV, and higher angular momenta keep deepening it. First- plus second-order energy in the unexpanded interaction, with functions up to $l=8$, gives about $-27\ \mu$eV and is still slowly falling. The neutral pair still attracts there. The $C_8$ term, the $C_{10}$ term and the repulsion are each about 70% of the $C_6$ term. The multipole series thus no longer settles at this distance, and since the repulsion has the opposite sign, any closeness of the total to the $C_6$ term rests on cancellation. The leading London term alone is then no longer a controlled estimate. The full shifts at 6 and 8 nm in the output below are s, p, d values and should be read with this in mind; at 8 nm higher angular momenta deepen the shift from about $-5.2$ to about $-6.6\ \mu$eV.

**Comparison with real silicon.** The binding energies are realistic in size, but the orbitals are idealized. The donor has six anisotropic valleys and a short-range central-cell potential, and the acceptor has degenerate valence bands. A variational one-valley donor with rough masses $0.19\,m_0$ and $0.92\,m_0$, and no central-cell term, binds by 29.6 meV. Its transverse and longitudinal radii are 2.44 and 1.40 nm. With the acceptor held fixed and the pair direction averaged, the lower-bound formula, applied to each donor axis with the variational radii, makes $C_6$ 2.8 times its value for the 45 meV donor. At equal binding energy the anisotropy alone changes this lower-bound estimate by 4%, and the full sum over states also by a few per cent. In these estimates orbital size matters far more than anisotropy. The factor 2.8 belongs to a donor bound by only 29.6 meV; it is not a correction for phosphorus, which the central cell binds more tightly. The value $0.4\ \mu$eV is meant only as an order of magnitude for a real pair. The acceptor's band degeneracy has not been sized.

Other uncertainties in the line position are much larger than the London term:

- A permittivity 1% higher, with the binding energies held fixed, lowers the Coulomb shift by 0.10 meV, some 250 times the London shift. The value 11.7 used here is the room-temperature one. At 4.2 K it is nearer 11.4, which at the same binding energies raises the Coulomb shift by 0.27 meV and $C_6$ by 17%.
- One stray ionised centre on the pair axis, 100 nm from the midpoint, shifts the line by 0.15 meV. It acts on the dipole $eR$ of the final state, and the sign depends on its charge and side.

Thermal excitation is negligible here. With $kT=0.36$ meV and five excited donor states a rough 12 meV above the ground state, their relative population is $5e^{-12/0.362}\simeq2\times10^{-14}$. The constant permittivity is also reasonable. The lowest pair excitation, $\tfrac34(45+70)\simeq86$ meV, is 7% of the gap, so the host's electrons can follow the fluctuating dipoles, and silicon has no polar lattice response.

Greater separation improves the expansion but weakens the light. The factor $e^{-2R/a_D}$, which sets the scale of the electron's density at the acceptor, is already $2.4\times10^{-8}$ at 12 nm. The London correction therefore has a definite sign and a simple law where it is smallest and where the emission is faint. The remaining values are in the numerical output below.

## Computed values

```
gap (rough input): 1.17 eV
donor, acceptor binding (rough inputs): 45, 70 meV
relative permittivity (rough input): 11.7
separation R: 12 nm; temperature: 4.2 K
K = e^2/(4 pi eps): 123.07 meV nm
donor radius aD: 1.367 nm; acceptor radius aA: 0.879 nm
R/aD: 8.78; R/aA: 13.65
polarizability/(4 pi eps a^3): 4.5000
s, equal radii: 12.9981; s, aA/aD = 0.001: 13.497
s, this pair: 13.0175; London mean-energy s: 15.1875
change of s, 6 to 8 radial functions: 4.9e-07
C6: 1239.0 meV nm^6; London mean-energy C6: 1445.5 meV nm^6
C6 from full interaction: 1241.2 meV nm^6
local power of R from full interaction, 20-30 nm: 6.087
Coulomb shift +K/R: 10.256 meV
London shift -C6/R^6: -0.4149 micro-eV
photon energy without London term: 1.0652561577 eV
photon energy with London term: 1.0652557428 eV
vacuum wavelength: 1163.89 nm
wavelength increase by London term: 4.53e-04 nm
R (nm) | full shift | first order | -C6/R^6  (all micro-eV)
6 | -14.30131 | 1.950e+01 | -26.55505
8 | -5.26822 | 1.142e+00 | -4.72623
12 | -0.49296 | 3.557e-03 | -0.41492
20 | -0.02069 | 3.127e-08 | -0.01936
30 | -0.00175 | 1.431e-14 | -0.00170
series through computed s,p,d terms at R: -0.49030 micro-eV
full-shift change, smaller to larger basis: 0.52 %
C8 term / C6 term at R: 0.178
C10 term / C6 term at R: 0.046
penetration / C6 term at R: 0.0086
silicon masses mt, ml (rough inputs): 0.19, 0.92 m0
one-valley donor binding (variational): 29.61 meV
its transverse, longitudinal radii: 2.44, 1.40 nm
C6 ratio, anisotropic/isotropic at same binding: 1.043
C6 ratio, one-valley donor/example donor: 2.78
C6 ratio if both radii are 20% larger: 2.488
Coulomb change for 1% larger permittivity: -0.102 meV
shift by ionised centre on axis at 100 nm: 0.148 meV (size)
kT: 0.362 meV; valley-orbit gap (rough input): 12 meV
excited/ground donor population: 2.0e-14
tunnelling factor exp(-2R/aD): 2.4e-08
lowest pair excitation / gap: 0.074
```
